# Continuity of oscillator strength density at a Rydberg series limit

## 1. What goes wrong without a level density

The discrete oscillator strengths $f_n$ of a Rydberg series tend to zero towards the series limit. Just above the limit, the continuum has a density $df/dE$ that is in general not zero. Plotted on one axis, the two suggest that absorption dies out below threshold and starts again with a jump.

The comparison is faulty: $f_n$ is a pure number, while $df/dE$ is an inverse energy. The missing factor is the number of levels per unit energy, $dn/dE$. I show that

$$
\lim_{n\to\infty} f_n\frac{dn}{dE}=\lim_{E\to0^+}\frac{df}{dE}. \tag{1}
$$

Hartree atomic units are used, and $E=0$ is the threshold. One electron moves in a central potential equal to $-1/r$ outside a core; inside, $V$ is at most as singular as $1/r$. For a fixed bound state $i$ and one final angular momentum $l$,

$$
f_n=\tfrac23(E_n-E_i)\,G\left(\int_0^\infty P_i\,r\,P_n\,dr\right)^2,\qquad \int_0^\infty P_n^2\,dr=1. \tag{2}
$$

The angular factor is $G=l_>/(2l_i+1)$, where $l_>$ is the larger of $l_i$ and $l$. It is the same for every member of the series. For $s\to p$, $\hat{\mathbf r}Y_{00}$ is purely $l=1$ and has unit norm, so $G=1$.

The density $df/dE$ is (2) with $P_n$ replaced by $P_E$, normalized as

$$
\int_0^\infty P_EP_{E'}\,dr=\delta(E-E'). \tag{3}
$$

Since $\delta(E-E')$ is an inverse energy, $P_E^2$ carries one more inverse energy than $P_n^2$. The task is to relate the two normalizations.

## 2. What energy normalization fixes

The radial equation is

$$
P''+2\left[E-V-\frac{l(l+1)}{2r^2}\right]P=0. \tag{4}
$$

Multiply the equation for $E'$ by $P_E$, that for $E$ by $P_{E'}$, and subtract. The potential cancels:

$$
\frac{d}{dr}\left(P_EP_{E'}'-P_{E'}P_E'\right)=2(E-E')P_EP_{E'} .
$$

The bracket vanishes at $r=0$. At large $r$, $P_E\simeq B\sin\varphi$ and $P_E'\simeq kB\cos\varphi$, with $k=\sqrt{2E}$ and $\varphi=kr+k^{-1}\ln(2kr)+\text{const}$. Using $2(E-E')=k^2-k'^2$ and the product formulas for sines and cosines,

$$
\int_0^R P_EP_{E'}dr\simeq\frac{BB'}2\left[\frac{\sin(\varphi-\varphi')}{k-k'}-\frac{\sin(\varphi+\varphi')}{k+k'}\right]_{r=R}.
$$

As $R\to\infty$, the second term oscillates away under any smooth average over energy. In the first, $\partial\varphi/\partial k$ grows as $R$; the logarithm is a weaker correction. That term tends to $\pi\delta(k-k')$. Because $dE=k\,dk$, $\delta(k-k')=k\,\delta(E-E')$, so the integral is $\frac{\pi}{2}B^2k\,\delta(E-E')$. Condition (3) requires

$$
B=\sqrt{\frac{2}{\pi k}} . \tag{5}
$$

This amplitude diverges at threshold. The function at fixed $r$ nevertheless stays finite, as hydrogen shows.

## 3. Simple case: hydrogen, $1s\to np$

**Bound side.** The standard normalized hydrogen function is

$$
P_{n1}=c_n r^2e^{-r/n}\,{}_1F_1\!\left(2-n;4;\tfrac{2r}{n}\right),\qquad c_n^2=\frac49\,\frac{n^2-1}{n^5}.
$$

At fixed $r$, term $j$ of the hypergeometric series contains $(2-n)_j/n^j\to(-1)^j$, and $(4)_j=(j+3)!/6$. The magnitude of $(2-n)_j/n^j$ never exceeds one, so the limit may be taken term by term. With $n^{3/2}c_n\to\frac23$,

$$
n^{3/2}P_{n1}\to 4r^2\sum_{j=0}^\infty\frac{(-2r)^j}{j!\,(j+3)!}=\sqrt{2r}\,J_3(\sqrt{8r}). \tag{6}
$$

The last equality is the power series of $J_3$.

**Threshold equation.** Put $P=\sqrt r\,w(z)$ with $z=\sqrt{8r}$. Then $dz/dr=4/z$ and $\sqrt r=z/\sqrt8$, which gives

$$
P''=\frac{16}{\sqrt8\,z}\left(w_{zz}+\frac{w_z}{z}-\frac{w}{z^2}\right).
$$

If $w$ is a Bessel function of order $m$, then $w_{zz}+w_z/z=(m^2/z^2-1)w$, and

$$
P''=\left[-\frac2r+\frac{m^2-1}{4r^2}\right]P .
$$

For $m=2l+1$ the last term is $l(l+1)/r^2$. This is (4) at $E=0$ with $V=-1/r$, so (6) solves the threshold equation for $l=1$.

Its amplitude at large $r$ follows from $J_m(z)\simeq\sqrt{2/(\pi z)}\cos(z-m\pi/2-\pi/4)$. The local momentum at threshold is $p=\sqrt{2/r}=4/z$, and $\sqrt{2r}=z/2$. Hence

$$
\sqrt{2r}\,J_{2l+1}(z)\simeq\sqrt{\frac{2}{\pi p}}\,\sin\!\left(z-l\pi-\frac\pi4\right). \tag{7}
$$

This is (5) with $k$ replaced by the local momentum. It remains to show that this is the correct limit of energy normalization.

**Carrying the amplitude to infinity.** For $E\ge0$ let $p=\sqrt{2E+2/r}$. The functions $v_\pm=p^{-1/2}\exp(\pm i\int p\,dr)$ satisfy

$$
v_\pm''+\left[p^2-p^{1/2}(p^{-1/2})''\right]v_\pm=0 .
$$

Outside the core the true equation has $p^2-l(l+1)/r^2$ in the bracket. Write the solution as $c_+v_++c_-v_-$ and vary the constants. The Wronskian of $v_\pm$ has magnitude 2, and $|v_\pm|^2=1/p$, so

$$
|c_\pm'|\le\frac{|q|}{2p}\left(|c_+|+|c_-|\right),\qquad q=p^{1/2}(p^{-1/2})''-\frac{l(l+1)}{r^2}. \tag{8}
$$

Since $p^2\ge2/r$ and $p'=-1/(r^2p)$, we have $|p'|/p\le1/(2r)$. Another derivative gives $|p''|/p=O(r^{-2})$, so $|q|=O(r^{-2})$. The total change of $c_\pm$ beyond $R$ is therefore of relative order

$$
\int_R^\infty r^{-2}\,r^{1/2}\,dr=O(R^{-1/2}),
$$

uniformly in $E\ge0$. A wave with amplitude $\sqrt{2/(\pi p)}$ at $R$ reaches infinity with amplitude $\sqrt{2/(\pi k)}$, up to this error. Let $E\to0^+$ at fixed $R$, then $R\to\infty$. Thus $\sqrt{2r}J_3(\sqrt{8r})$ is the threshold limit of the energy-normalized hydrogen $p$ wave. By (6), it is also the limit of $n^{3/2}P_{n1}$.

**Dipole integral.** With $P_{1s}=2re^{-r}$ and the series for $J_3$,

$$
\begin{aligned}
\int_0^\infty 2re^{-r}\,r\,\sqrt{2r}J_3(\sqrt{8r})\,dr
&=\sum_j\frac{(-1)^j2^{j+3}}{j!(j+3)!}\int_0^\infty r^{j+4}e^{-r}dr\\
&=8\sum_j\frac{(-2)^j(j+4)}{j!}
=8(4-2)e^{-2}=16e^{-2}.
\end{aligned}
$$

Here $\sum_j j\,x^j/j!=xe^x$ at $x=-2$ was used. The functions in (6) are bounded by the same series with positive terms, which grows no faster than a power of $r$ times $e^{\sqrt{8r}}$. The factor $e^{-r}$ controls this, so the limit may be taken inside the integral.

Hydrogen has $dE/dn=n^{-3}$, and both limits in (1) equal

$$
\frac23\cdot\frac12\,(16e^{-2})^2=\frac{256}{3e^4}=1.5629\ \text{hartree}^{-1}.
$$

The computed $n^3f_n$ is 1.7423, 1.6054 and 1.5734 hartree$^{-1}$ for $n=5,10,20$. The last is 0.7% above the limit.

## 4. Adding a core: one function, two normalizations

With a core there is no explicit $P_n$. Take instead the regular solution $F(E,r)$ of (4) with $F\sim r^{l+1}$ at the origin for every $E$. On any bounded range of $r$ it is continuous in $E$ through zero, because $E$ enters the equation smoothly and the starting condition is fixed. Up to a sign,

$$
P_n=\frac{F(E_n,r)}{N_n},\qquad P_E=\frac{F(E,r)}{A(E)},\qquad N_n^2=\int_0^\infty F(E_n,r)^2dr. \tag{9}
$$

The dipole integral $D(E)=\int P_i\,r\,F\,dr$ is also continuous at $E=0$, provided the tail of $F$ is controlled. Let $U=V+l(l+1)/(2r^2)$ and $W=\kappa^2F^2+F'^2$, with $\kappa>0$. Since $F''=2(U-E)F$,

$$
W'=2FF'\left[\kappa^2+2(U-E)\right],\qquad |W'|\le W\left[\kappa+\frac{2|U-E|}{\kappa}\right],
$$

because $2\kappa|FF'|\le W$. For $|E|\le\kappa^2/4$, and $r$ so large that $|U|\le\kappa^2/4$, the bracket is at most $2\kappa$. Thus $|F|$ grows no faster than $e^{\kappa r}$, uniformly in $E$. Choosing $\kappa<\sqrt{-2E_i}$ lets the decay of $P_i$ dominate, and $D(E)\to D(0)$ from both sides.

The junction now depends on $A(E)$ and $N_n$.

**Continuum.** Outside the core, the threshold function is a combination of both Bessel solutions:

$$
F(0,r)=\sqrt{2r}\left[aJ_{2l+1}(z)+bY_{2l+1}(z)\right],\qquad C^2=a^2+b^2 .
$$

At large $z$, $Y_{2l+1}$ has the amplitude of $J_{2l+1}$, with minus the cosine in place of the sine in (7). Setting $a=C\cos\pi\mu_0$ and $b=-C\sin\pi\mu_0$ gives

$$
F(0,r)\simeq C\sqrt{\frac2{\pi p}}\,\sin(\sqrt{8r}+\theta),\qquad \theta=-l\pi-\frac\pi4+\pi\mu_0. \tag{10}
$$

The estimate (8) applies unchanged outside the core, so $A(E)\to C$ as $E\to0^+$. For hydrogen $b=0$ and $\mu_0=0$.

## 5. The norm of a high bound state

Write $E_n=-1/(2\nu^2)$, where $\nu$ is the effective quantum number. The local momentum and outer turning point are

$$
p=\sqrt{\frac2r-\frac1{\nu^2}},\qquad r_t=2\nu^2 .
$$

Fix a large $R$. As $n\to\infty$, $F(E_n,r)$ near $R$ approaches (10). For $R<r<\nu^2$ we have $p^2\ge1/r$, and (8) again gives an error $O(R^{-1/2})$.

Closer to the turning point let $y=r_t-r$. Then $p^2=y/(r\nu^2)$, and the accumulated WKB error is of order $\nu^2y^{-3/2}$. It is small down to $y=\nu^{3/2}$, where it is $O(\nu^{-1/4})$. Inside that distance, $p^2\simeq y/(2\nu^4)$; the neglected phase is of order $y^{5/2}/\nu^4$, again $O(\nu^{-1/4})$. The equation there is $F''=-yF/(2\nu^4)$, and its solution decaying beyond $r_t$ is an Airy function, $\mathrm{Ai}(-\xi)$ with $\xi=y/(2\nu^4)^{1/3}$. For large $\xi$,

$$
\mathrm{Ai}(-\xi)\simeq\frac{1}{\sqrt\pi\,\xi^{1/4}}\sin\!\left(\tfrac23\xi^{3/2}+\tfrac\pi4\right),\qquad \tfrac23\xi^{3/2}=\int_r^{r_t}p\,dr .
$$

This joins the WKB wave, so between $R$ and the Airy zone

$$
F(E_n,r)\simeq\pm C\sqrt{\frac2{\pi p}}\,\sin\!\left(\int_r^{r_t}p\,dr'+\frac\pi4\right). \tag{11}
$$

Squaring and replacing $\sin^2$ by $\frac12$ gives

$$
N_n^2\simeq\frac{C^2}{\pi}\int_0^{r_t}\frac{dr}{p}.
$$

With $r=2\nu^2\sin^2t$, we have $p=\cot t/\nu$ and $dr=4\nu^2\sin t\cos t\,dt$. Therefore

$$
\int_0^{r_t}\frac{dr}p=4\nu^3\int_0^{\pi/2}\sin^2t\,dt=\pi\nu^3,\qquad N_n^2\simeq C^2\nu^3. \tag{12}
$$

Three omissions must be small compared with $\nu^3$:

- The region $r<R$ contributes a fixed amount as $\nu\to\infty$.
- The oscillating half of $\sin^2$, integrated by parts over the phase, contributes at most the order of $1/p^2$ at the edge of the Airy zone, which is $\nu^4/y=\nu^{5/2}$.
- The Airy zone contributes of order $\nu^2\sqrt y=\nu^{11/4}$.

All three are negligible in the limit. Physically, $\int dr/p$ is half a classical period. A high Rydberg electron spends nearly all its time far out, so the probability of finding it near the core falls as $\nu^{-3}$.

## 6. Counting the levels

The outward phase from (10) and the inward phase from (11) must add to a multiple of $\pi$:

$$
\sqrt{8R}+\theta+\int_R^{r_t}p\,dr+\frac\pi4=m\pi+\text{small}.
$$

The substitution used above gives $\int_0^{r_t}p\,dr=4\nu\int_0^{\pi/2}\cos^2t\,dt=\pi\nu$. At fixed $R$, $\int_0^Rp\,dr\to\int_0^R\sqrt{2/r}\,dr=\sqrt{8R}$. The two terms in $R$ cancel, leaving $\pi\nu+\theta+\pi/4=m\pi$, or

$$
\nu_n\to n-\mu_0,\qquad n=m+l, \tag{13}
$$

where the integer part of $\mu_0$ depends on the labelling. Successive levels have one more node. Near threshold the number of nodes inside $R$ is fixed, if $R$ is not itself a node of $F(0,r)$, so $m$ rises by one from level to level. Hence $\nu_{n+1}-\nu_n\to1$ and

$$
E_{n+1}-E_n=\frac12\left(\frac1{\nu_n^2}-\frac1{\nu_{n+1}^2}\right)\simeq\frac1{\nu_n^3}. \tag{14}
$$

The level density is $dn/dE\simeq\nu^3$. If the quantum defect $\mu=n-\nu$ is interpolated by a smooth function of energy, differentiating $n=\nu+\mu(E)$ gives $dn/dE=\nu^3+d\mu/dE$. A bounded $d\mu/dE$ does not affect the limit.

## 7. The junction

The factor $\nu^3$ in the norm (12) is the level density (14). At fixed $r$ and up to a sign,

$$
P_n\sqrt{\frac{dn}{dE}}\;\to\;\frac{F(0,r)}{C}=\lim_{E\to0^+}P_E. \tag{15}
$$

Inserting this in (2), with $D(E_n)\to D(0)$ and $E_n-E_i\to|E_i|$,

$$
f_n\frac{dn}{dE}\to\frac23|E_i|\,G\,\frac{D(0)^2}{C^2}=\lim_{E\to0^+}\frac{df}{dE}, \tag{16}
$$

which is (1). A measurement of weak (optically thin) absorption that does not resolve the levels sees $f_n$ summed over an energy interval, that is, $f_n\,dn/dE$ times its width. This smoothed strength crosses the threshold without a step.

The relation (15) holds at fixed $r$, not over the whole orbit: $P_n$ decays beyond $2\nu^2$, while the threshold function extends to infinity. The localized $P_i$ makes the inner region sufficient.

For an ionic tail $-Z/r$, $E=-Z^2/(2\nu^2)$ and the density becomes $\nu^3/Z^2$. The norm integral acquires the same $1/Z^2$, so the junction survives. With no Coulomb tail outside a finite core, the threshold solution has finitely many nodes. There are then finitely many levels, and the limit on the left of (1) does not exist. Several interacting channels lie outside this derivation. If $D(0)=0$, both limits vanish.

## 8. A core with a large quantum defect

The model potential $V=-(1+3e^{-r})/r$ tests the case with a core. It is not exactly $-1/r$ at any radius, but the extra term only adds $6e^{-r}/r$ to $q$ in (8), whose effect beyond $R$ is exponentially small. The initial state is the lowest $s$ level, at $-5.4885$ hartree, and the series is $p$. The numerical check obtains $P_n$ by diagonalization and the continuum by outward integration.

The threshold function has $a=-0.05233$ and $b=-0.22715$, so

$$
C=\sqrt{0.05233^2+0.22715^2}=0.2331 .
$$

The amplitude read at $r=4000$ bohr agrees to the digits shown. From $a$ and $b$, the threshold phase gives $\mu_0=0.572075$ modulo 1. The bound levels, extrapolated to $E=0$, give 0.572074, in agreement with (13).

For $n=20$, $\nu=19.4275$ and

$$
f_{20}\frac{dn}{dE}=3.0493\times10^{-5}\times7332.2=0.22358\ \text{hartree}^{-1}.
$$

| $n$ | $f_n$ | $f_n\,dn/dE$ (hartree$^{-1}$) |
|---|---|---|
| 2 | $2.220\times10^{-1}$ | 0.2062 |
| 5 | $2.618\times10^{-3}$ | 0.2251 |
| 10 | $2.674\times10^{-4}$ | 0.2239 |
| 20 | $3.049\times10^{-5}$ | 0.2236 |

The bound series extrapolates to 0.22349 hartree$^{-1}$. The independently calculated threshold value of $df/dE$ is also 0.22349 hartree$^{-1}$, or $8.213\times10^{-3}$ eV$^{-1}$. From $n=5$ to $n=20$, $f_n$ falls by a factor 86, while $f_n\,dn/dE$ stays within 1% of the threshold value.

The entry for $n=2$ needs care. It uses $dn/dE=0.929$, with $d\mu/dE$ estimated from the one-sided difference between $n=2$ and $n=3$. Using $\nu^3=1.695$ alone would give 0.376, and a parabola for $\mu(E)$ through $n=2,3,4$ would give $dn/dE=0.62$ and 0.14, so the closeness of 0.2062 to the limit carries no weight. An isolated low level has no unique density; the ambiguity disappears towards the limit.

Relation (15) can be examined directly. For $r\le5$ bohr, the largest deviation of the scaled $P_n$ from the threshold function, relative to that function's maximum, is 5.9%, 1.4% and 0.33% for $n=5,10,20$. The program samples only its quadrature points, which stop just short of 5 bohr, and prints the slightly smaller values 5.6%, 1.3% and 0.32%. From $n=10$ to 20 the deviation falls by a factor 4.2, close to the ratio of the binding energies.

Above threshold, $df/dE$ is 0.22336 hartree$^{-1}$ at $E=0.002$ hartree and 0.1813 at 0.5 hartree. The relative slopes, taken as finite differences from threshold, are $-0.297$ hartree$^{-1}$ on the bound side (at $n=15$, $E=-0.0024$ hartree) and $-0.301$ on the continuum side (at $E=0.002$ hartree). The bound value uses $dn/dE=\nu^3+d\mu/dE$. With $\nu^3$ alone the same difference is $-0.342$, because the omitted term, of relative order $|E|^{3/2}$, is not yet negligible at $n=15$. This suggests that the slope is continuous too in this model, but the argument above establishes continuity of the value alone.

## Computed values

```
packet norm / expected norm: 1.000000
nu = 7.3: integral dr/p / (pi nu^3) = 1.000000
nu = 7.3: integral p dr / (pi nu) = 1.000000
hydrogen f(1s-2p): 0.416197
hydrogen threshold dipole integral: 2.165365 a.u.
hydrogen 256/(3 e^4): 1.562935 per hartree
hydrogen df/dE at 0, quadrature: 1.562935 per hartree
hydrogen n=5: n^3 f_n = 1.742293 per hartree
hydrogen n=10: n^3 f_n = 1.605367 per hartree
hydrogen n=20: n^3 f_n = 1.573401 per hartree
model core strength q: 3.0
model initial s energy: -5.488488 hartree
model: n, E_n (hartree), nu, f_n, dn/dE and f dn/dE (1/hartree)
  2 -0.3517380 1.19227 2.2200e-01 0.929 0.206235
  3 -0.0871766 2.39489 1.7119e-02 13.275 0.227256
  5 -0.0256012 4.41931 2.6184e-03 85.958 0.225076
 10 -0.0056274 9.42610 2.6740e-04 837.193 0.223861
 15 -0.0024022 14.42715 7.4486e-05 3002.580 0.223650
 20 -0.0013248 19.42750 3.0493e-05 7332.152 0.223579
inverse spacing n=20,21 / mean nu^3: 0.99870
defect extrapolated to threshold: 0.572074
defect from threshold phase, modulo 1: 0.572075
Bessel coefficients a, b: -0.052332, -0.227153 a.u.
threshold amplitude C: 0.233103 a.u.
amplitude read at r = 4000 bohr: 0.233103 a.u.
amplitude A at E = 0.002 hartree: 0.233023 a.u.
n=5: largest deviation of scaled P_n, r<5 bohr: 5.604 %
n=10: largest deviation of scaled P_n, r<5 bohr: 1.324 %
n=20: largest deviation of scaled P_n, r<5 bohr: 0.316 %
f dn/dE extrapolated to threshold: 0.223491 per hartree
df/dE at threshold: 0.223491 per hartree
df/dE at threshold: 8.213129e-03 per eV
df/dE at E = 0.002 hartree: 0.223356 per hartree
df/dE at E = 0.05 hartree: 0.219782 per hartree
df/dE at E = 0.5 hartree: 0.181293 per hartree
relative slope below (n=15): -0.2974 per hartree
relative slope above (E=0.002): -0.3010 per hartree
```
